# Small-wavevector limit of the erfc-screened exchange kernel: test program

```python
# Result under test: the Fourier transform of erfc(w r)/r is
#   v(q) = (4 pi/q^2) (1 - exp(-q^2/(4 w^2)))
#        = pi/w^2 - pi q^2/(8 w^4) + pi q^4/(96 w^6) - ...
# so v(0) = pi/w^2, close to 260 hartree bohr^3 for w = 0.11 / bohr.
# q: wavevector, w (omega): screening parameter, alpha: exchange fraction.
# Omitting the q = 0 term on a k-mesh narrows an insulator's gap by
# alpha v(0)/(number of k-points * cell volume); this is tested too.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
omega = 0.11
alpha = 0.25
limit = np.pi / omega**2


def kernel(q):
    """Closed form, evaluated without cancellation, finite at q = 0."""
    x = np.asarray(q, dtype=float)**2 / (4 * omega**2)
    safe = np.where(x > 0, x, 1.0)
    return limit * np.where(x > 0, -np.expm1(-safe) / safe, 1.0)


def kernel_from_definition(q):
    """Radial Fourier integral of erfc(omega r)/r by quadrature."""
    value = quad(lambda r: erfc(omega * r) * np.sin(q * r), 0, 80,
                 limit=500, epsabs=1e-12, epsrel=1e-11)[0]
    return 4 * np.pi * value / q


# Closed form and two-sided series bounds against the definition
sample_q = [0.01, 0.03, 0.05, 0.1, 0.3, 1.0]
sample_v = [kernel_from_definition(q) for q in sample_q]
for q, direct in zip(sample_q, sample_v):
    assert abs(direct / float(kernel(q)) - 1) < 1e-7
    x = q**2 / (4 * omega**2)
    assert 1 - x / 2 <= direct / limit <= 1 - x / 2 + x**2 / 6

# Series coefficients against real-space moments
coefficients = [limit, -np.pi / (8 * omega**4), np.pi / (96 * omega**6)]
for power, factor, coefficient in zip([1, 3, 5], [1, -1 / 6, 1 / 120],
                                      coefficients):
    moment = quad(lambda r: r**power * erfc(omega * r), 0, 100,
                  limit=500, epsabs=1e-10, epsrel=1e-11)[0]
    assert abs(4 * np.pi * factor * moment / coefficient - 1) < 1e-8
assert abs(limit - 260) < 1

q_one_percent = brentq(lambda q: float(kernel(q)) / limit - 0.99, 1e-4, 0.2)
q_estimate = 2 * omega * np.sqrt(0.02)
assert abs(q_one_percent / q_estimate - 1) < 0.01

tiny_q = 1e-9
naive = 4 * np.pi / tiny_q**2 * (1 - np.exp(-tiny_q**2 / (4 * omega**2)))
stable = float(kernel(tiny_q))
assert naive == 0 and abs(stable / limit - 1) < 1e-12

omega_other = 0.2 * bohr_nm * 10      # 0.2 per angstrom, in 1/bohr
limit_other = np.pi / omega_other**2

# Self-consistent periodic model: 2x2x2 cells, one filled band per spin
points, box = 8, 12.0
frequency = 2 * np.pi * np.fft.fftfreq(points, d=box / points)
gx, gy, gz = np.meshgrid(frequency, frequency, frequency, indexing="ij")
g_squared = gx**2 + gy**2 + gz**2
site = np.indices((points,) * 3).reshape(3, -1)
offset = tuple((site[:, :, None] - site[:, None, :]) % points)
well = -np.cos(4 * np.pi * site / points).sum(axis=0)
one_body = np.fft.ifftn(g_squared / 2).real[offset] + np.diag(well)


def solve_model(keep_zero_term):
    v_grid = kernel(np.sqrt(g_squared))
    if not keep_zero_term:
        v_grid[0, 0, 0] = 0.0
    interaction = np.fft.ifftn(v_grid).real[offset] * points**3 / box**3
    orbitals = np.linalg.eigh(one_body)[1][:, :8]
    density = orbitals @ orbitals.T
    for _ in range(60):
        energy, orbitals = np.linalg.eigh(
            one_body - alpha * density * interaction)
        updated = orbitals[:, :8] @ orbitals[:, :8].T
        change = np.abs(updated - density).max()
        density = updated
        if change < 1e-10:
            break
    assert change < 1e-10
    return energy[8] - energy[7], density


gap_with, density_with = solve_model(True)
gap_without, density_without = solve_model(False)
model_shift = alpha * limit / box**3
assert gap_without > 0
assert abs(gap_with - gap_without - model_shift) < 1e-8
assert np.abs(density_with - density_without).max() < 1e-8

# Silicon example; lattice constant, permittivity etc. are rough inputs
lattice_nm = 0.543
lattice = lattice_nm / bohr_nm
cell_volume = lattice**3 / 4
meshes = [4, 6, 8]
gap_errors = [alpha * limit / (n**3 * cell_volume) * hartree_ev
              for n in meshes]

# Compact Gaussian charge: mesh sum against the isolated integral
width_nm = 0.08
width = width_nm / bohr_nm
n = meshes[0]
supercell = n * lattice / 2 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
reciprocal = 2 * np.pi * np.linalg.inv(supercell).T
integers = np.indices((45,) * 3).reshape(3, -1).T - 22
q_norm = np.linalg.norm(integers @ reciprocal, axis=1)
volume = n**3 * cell_volume
mesh_sum = np.sum(kernel(q_norm) * np.exp(-(q_norm * width)**2)) / volume
isolated = quad(lambda q: q**2 * float(kernel(q)) * np.exp(-(q * width)**2),
                0, 10, limit=300, epsabs=1e-12)[0] / (2 * np.pi**2)
error_with = alpha * (mesh_sum - isolated) * hartree_ev
error_without = error_with - gap_errors[0]
assert abs(error_with) < 0.01 * gap_errors[0]
image_distance = n * lattice / np.sqrt(2)
image_factor = erfc(omega * image_distance)

# Dielectric tail absent from the kernel, over one mesh cell
permittivity = 12.0
radius = (6 * np.pi**2 / volume)**(1 / 3)
kernel_part = alpha * quad(lambda q: q**2 * float(kernel(q)), 0, radius)[0]
kernel_part *= hartree_ev / (2 * np.pi**2)
tail = 2 * radius / (np.pi * permittivity) * hartree_ev
axis = (np.arange(60) + 0.5) / 60 * radius
cx, cy, cz = np.meshgrid(axis, axis, axis, indexing="ij")
r2 = cx**2 + cy**2 + cz**2
tail_sum = 8 * np.sum((r2 < radius**2) / r2) * (radius / 60)**3
tail_sum *= 4 * np.pi / permittivity / (2 * np.pi)**3 * hartree_ev
assert abs(tail_sum / tail - 1) < 0.03   # coarse cubic grid in a sphere

# Temperature of use
temperature = 300.0
expansion = 3e-6
gap_ev = 1.1
vibration_ev = 0.05
volume_change = (1 + expansion * temperature)**3 - 1
expansion_mev = 1000 * gap_errors[0] * (1 - 1 / (1 + volume_change))
thermal_ev = const.k * temperature / const.e
boltzmann = np.exp(-gap_ev / (2 * thermal_ev))

print(f"screening parameter: {omega:.2f} 1/bohr")
print(f"screening length 1/omega: {bohr_nm / omega:.3f} nm")
print(f"limit v(0): {limit:.2f} hartree bohr^3")
print(f"limit v(0): {limit * hartree_ev * bohr_nm**3:.4f} eV nm^3")
print(f"q^2 coefficient: {coefficients[1]:.1f} hartree bohr^5")
print(f"q^4 coefficient: {coefficients[2]:.0f} hartree bohr^7")
for q, direct in zip(sample_q, sample_v):
    series = coefficients[0] + coefficients[1] * q**2
    print(f"q = {q:.2f} 1/bohr: integral {direct:.3f}, closed form "
          f"{float(kernel(q)):.3f}, two terms {series:.3f} hartree bohr^3")
print(f"q for 1% drop: {q_one_percent:.5f} 1/bohr")
print(f"leading estimate of that q: {q_estimate:.5f} 1/bohr")
print(f"tiny q for rounding test: {tiny_q:.0e} 1/bohr")
print(f"literal formula there: {naive:.2f} hartree bohr^3")
print(f"expm1 formula there: {stable:.2f} hartree bohr^3")
print(f"0.2 per angstrom equals: {omega_other:.4f} 1/bohr")
print(f"limit for that value: {limit_other:.2f} hartree bohr^3")
print(f"model gap with zero term: {gap_with:.6f} hartree")
print(f"model gap without zero term: {gap_without:.6f} hartree")
print(f"model gap change, formula: {model_shift:.6f} hartree")
print(f"silicon lattice constant (rough): {lattice_nm:.3f} nm")
print(f"silicon cell volume: {cell_volume * bohr_nm**3:.5f} nm^3")
print(f"exchange fraction: {alpha:.2f} (no unit)")
for size, error in zip(meshes, gap_errors):
    print(f"gap error, {size}x{size}x{size} mesh: {error:.4f} eV")
print("remaining lines: 4x4x4 mesh")
print(f"Gaussian charge width: {width_nm:.2f} nm")
print(f"image distance: {image_distance * bohr_nm:.3f} nm")
print(f"erfc at image distance: {image_factor:.2e} (no unit)")
print(f"mesh error with zero term: {error_with:.2e} eV")
print(f"mesh error without zero term: {error_without:.4f} eV")
print(f"relative permittivity (rough): {permittivity:.0f} (no unit)")
print(f"mesh-cell sphere radius: {radius / bohr_nm:.3f} 1/nm")
print(f"kernel part in sphere: {kernel_part:.4f} eV")
print(f"dielectric tail in sphere: {tail:.4f} eV")
print(f"temperature: {temperature:.0f} K")
print(f"linear expansion (rough): {expansion:.0e} 1/K")
print(f"volume change from 0 K (upper size): {100 * volume_change:.2f} %")
print(f"resulting change of zero term: {expansion_mev:.3f} meV")
print(f"silicon gap (rough): {gap_ev:.1f} eV")
print(f"Boltzmann factor exp(-gap/2kT): {boltzmann:.1e} (no unit)")
print(f"vibrational gap narrowing (rough input): {vibration_ev:.2f} eV")
print(f"narrowing / zero term: {vibration_ev / gap_errors[0]:.2f} (no unit)")
print("verified")
```

Running it gives:

```
screening parameter: 0.11 1/bohr
screening length 1/omega: 0.481 nm
limit v(0): 259.64 hartree bohr^3
limit v(0): 1.0469 eV nm^3
q^2 coefficient: -2682.2 hartree bohr^5
q^4 coefficient: 18472 hartree bohr^7
q = 0.01 1/bohr: integral 259.368, closed form 259.368, two terms 259.368 hartree bohr^3
q = 0.03 1/bohr: integral 257.237, closed form 257.237, two terms 257.222 hartree bohr^3
q = 0.05 1/bohr: integral 253.044, closed form 253.044, two terms 252.930 hartree bohr^3
q = 0.10 1/bohr: integral 234.570, closed form 234.570, two terms 232.814 hartree bohr^3
q = 0.30 1/bohr: integral 117.880, closed form 117.880, two terms 18.239 hartree bohr^3
q = 1.00 1/bohr: integral 12.566, closed form 12.566, two terms -2422.552 hartree bohr^3
q for 1% drop: 0.03122 1/bohr
leading estimate of that q: 0.03111 1/bohr
tiny q for rounding test: 1e-09 1/bohr
literal formula there: 0.00 hartree bohr^3
expm1 formula there: 259.64 hartree bohr^3
0.2 per angstrom equals: 0.1058 1/bohr
limit for that value: 280.47 hartree bohr^3
model gap with zero term: 1.174881 hartree
model gap without zero term: 1.137318 hartree
model gap change, formula: 0.037563 hartree
silicon lattice constant (rough): 0.543 nm
silicon cell volume: 0.04003 nm^3
exchange fraction: 0.25 (no unit)
gap error, 4x4x4 mesh: 0.1022 eV
gap error, 6x6x6 mesh: 0.0303 eV
gap error, 8x8x8 mesh: 0.0128 eV
remaining lines: 4x4x4 mesh
Gaussian charge width: 0.08 nm
image distance: 1.536 nm
erfc at image distance: 6.33e-06 (no unit)
mesh error with zero term: 5.16e-05 eV
mesh error without zero term: -0.1021 eV
relative permittivity (rough): 12 (no unit)
mesh-cell sphere radius: 2.849 1/nm
kernel part in sphere: 0.0893 eV
dielectric tail in sphere: 0.2176 eV
temperature: 300 K
linear expansion (rough): 3e-06 1/K
volume change from 0 K (upper size): 0.27 %
resulting change of zero term: 0.275 meV
silicon gap (rough): 1.1 eV
Boltzmann factor exp(-gap/2kT): 5.8e-10 (no unit)
vibrational gap narrowing (rough input): 0.05 eV
narrowing / zero term: 0.49 (no unit)
verified
```
